# Precursor-mediated sticking and Kisliuk's successive-hop law

## The decision: which sticking law goes into the dose

To find how long a surface must be exposed to a gas before its adsorption sites are 90 % filled, one integrates a rate equation that contains the sticking probability \(S(\theta)\). Here \(\theta\) is the filled fraction of the sites available at saturation. One choice is Langmuir's linear law, \(S\propto 1-\theta\), in which a molecule landing on a filled site is lost. The other lets that molecule wander in a weakly bound state, a precursor, until it finds an empty site. For the illustrative CO-like parameters used below, at \(10^{-6}\) Torr and 300 K, the first choice gives 5.34 s and the second 2.65 s.

The molecule adsorbs without dissociating and needs one site. A precursor above an empty site is called intrinsic, one above a filled site extrinsic.

## Stage 1: the clean surface

Let an arriving molecule be trapped in the precursor state with probability \(\alpha\). During each visit to an empty site it does one of three things:

- it chemisorbs, with probability \(p_a\);
- it desorbs, with probability \(p_b\);
- it hops to another site, with probability \(p_m=1-p_a-p_b\).

On a clean surface every site is empty. Chemisorption at visit \(n+1\) requires \(n\) hops first, so

\[
S_0=\alpha p_a\left(1+p_m+p_m^2+\cdots\right)=\frac{\alpha p_a}{1-p_m}=\frac{\alpha p_a}{p_a+p_b}.
\]

The series converges if \(p_a+p_b>0\), which is assumed from here on.

**Limit.** If \(p_b\to0\) at fixed \(p_a>0\), then \(S_0\to\alpha\): every trapped molecule eventually chemisorbs, however many hops it takes.

The probabilities follow from rates. Let chemisorption, desorption and hopping above an empty site have constant rates \(k_a,k_d,k_m\). The chance that none has happened by time \(t\) is \(e^{-(k_a+k_d+k_m)t}\), so

\[
p_a=\int_0^\infty k_a e^{-(k_a+k_d+k_m)t}\,dt=\frac{k_a}{k_a+k_d+k_m},
\qquad
p_b=\frac{k_d}{k_a+k_d+k_m}.
\]

## Stage 2: a partly filled surface

Above a filled site there is no chemisorption. The precursor desorbs with probability \(p_b'\) or hops with probability \(1-p_b'\), where

\[
p_b'=\frac{k_d'}{k_d'+k_m'}.
\]

Two further assumptions enter. The trapping probability \(\alpha\) is the same over empty and filled sites. Each visited site is filled with probability \(\theta\), independently of the earlier path; this is the mean-field assumption, examined in Stage 4.

One visit then ends in chemisorption with probability \(p_a(1-\theta)\), and leads to a further hop with probability

\[
\begin{aligned}
h&=(1-\theta)(1-p_a-p_b)+\theta(1-p_b')\\
&=1-(p_a+p_b)(1-\theta)-p_b'\theta .
\end{aligned}
\]

Write \(h=1-D\), with

\[
D=(p_a+p_b)(1-\theta)+p_b'\theta .
\]

\(D\) is the probability that a visit ends the walk. For \(\theta<1\) it is positive, and the sum over successive hops is

\[
S=\alpha p_a(1-\theta)\sum_{n=0}^{\infty}h^n
=\frac{\alpha p_a(1-\theta)}{(p_a+p_b)(1-\theta)+p_b'\theta}.
\]

Dividing by \(S_0\) cancels \(\alpha p_a\) and leaves a factor \(p_a+p_b\) in the numerator. Dividing numerator and denominator by that factor gives

\[
\boxed{\frac{S}{S_0}=\frac{1-\theta}{1-\theta+K\theta}},
\qquad
K=\frac{p_b'}{p_a+p_b}.
\]

\(K\) compares the chance of losing the molecule during a visit to a filled site with the chance that a visit to an empty site ends the walk.

**Limit K = 1.** The denominator becomes 1 and \(S/S_0=1-\theta\), Langmuir's coverage dependence. His mechanism of direct adsorption is the special case \(p_b'=1\), \(p_a+p_b=1\), with a single visit. But \(p_b'=p_a+p_b=0.25\) also gives \(K=1\), with \(1/0.25=4\) visits on average. A measured straight line therefore does not exclude a mobile precursor.

**Other values of K.** Subtracting the Langmuir line gives

\[
\frac{S}{S_0}-(1-\theta)
=\frac{(1-\theta)\left[1-(1-\theta+K\theta)\right]}{1-\theta+K\theta}
=\frac{\theta(1-\theta)(1-K)}{1-\theta+K\theta}.
\]

For \(0<\theta<1\) the curve lies above the line if \(K<1\) and below it if \(K>1\).

**Limit K → 0.** At fixed \(\theta<1\), \(S/S_0\to1\): sticking stays constant until the surface is nearly full. For small but finite \(K\) the fall comes late. Setting \(S/S_0=1/2\) gives \(1-\theta=K\theta\), or \(\theta=1/(1+K)\).

## Stage 3: numbers for a CO-like layer

The parameters are rough values for molecular CO on a close-packed transition metal, not data for one crystal face. All precursor rates have the form \(k=\nu e^{-E/k_BT}\) with \(\nu=10^{13}\ \mathrm{s^{-1}}\), and \(k_BT=0.02585\) eV at 300 K.

- Above an empty site the barriers are 0.13 eV for chemisorption, 0.20 eV for desorption and 0.10 eV for hopping. The rates are \(6.55\times10^{10}\), \(4.37\times10^{9}\) and \(2.09\times10^{11}\ \mathrm{s^{-1}}\).
- Above a filled site they are 0.18 eV for desorption and 0.10 eV for hopping. The rates are \(9.47\times10^{9}\) and \(2.09\times10^{11}\ \mathrm{s^{-1}}\).

These barriers illustrate the formulas; they are not a fully consistent model of CO. If gas and surface have the same temperature and chemisorption is switched off, each site must in equilibrium return as many molecules to the gas as it receives. With equal trapping this requires \(k_m/k_m'=k_d/k_d'\), whereas here the first ratio is 1 and the second 0.46. Restoring the balance by faster hopping from filled sites would give \(K=0.082\) and 2.35 s to reach \(\theta=0.9\); slower hopping from empty sites would give \(K=0.103\) and 2.42 s. The numbers below keep the listed barriers.

The branching formulas give \(p_a=0.2348\), \(p_b=0.0157\) and \(p_b'=0.0433\). With \(\alpha=0.90\),

\[
S_0=0.90\,\frac{0.2348}{0.2348+0.0157}=0.844,
\qquad
K=\frac{0.0433}{0.2348+0.0157}=0.173 .
\]

At \(\theta=0.5\) the relative sticking is \(1/(1+K)=0.853\), against 0.5 for Langmuir. At \(\theta=0.9\),

\[
\frac{S}{S_0}=\frac{0.1}{0.1+0.173\times0.9}=0.391,
\]

against 0.1. A simulation of 150 000 trapped molecules, drawing random waiting times for the competing processes and a fresh random occupancy at each visit, gave 0.851 and 0.391 at these two coverages.

**Temperature.** In terms of rates,

\[
K=\frac{k_d'}{k_d'+k_m'}\;\frac{k_a+k_d+k_m}{k_a+k_d}.
\]

If hopping is much faster than the other processes and \(k_m=k_m'\), this reduces to \(K\approx k_d'/(k_a+k_d)\). The example meets this condition only roughly: at 300 K hopping is 3.2 times faster than chemisorption, and the short form gives 0.136 instead of 0.173, so it serves for the trend only. Here \(k_a\) is the larger term in the denominator, and its barrier, 0.13 eV, is below the 0.18 eV for extrinsic desorption. Heating therefore raises \(K\): the full formula gives 0.063 at 200 K, 0.173 at 300 K and 0.323 at 450 K. The direction depends on this order of barriers.

**Sensitivity.** With everything else fixed at 300 K, lowering the extrinsic desorption barrier by 0.02 eV gives \(K=0.357\), and raising it by 0.02 eV gives \(K=0.082\). At \(\theta=0.9\) the relative sticking becomes

\[
\frac{0.1}{0.1+0.357\times0.9}=0.24
\quad\text{or}\quad
\frac{0.1}{0.1+0.082\times0.9}=0.58 .
\]

The second case, with equal desorption barriers above empty and filled sites, also satisfies the balance condition given above. The common prefactor is a further assumption. At 300 K, a hopping prefactor ten times smaller above both kinds of site gives \(K=0.405\) and 3.41 s to reach \(\theta=0.9\). A chemisorption prefactor ten times smaller gives \(K=0.873\) and lowers \(S_0\) to 0.540. Rough barriers and prefactors thus support a trend, not a precise curve.

## Stage 4: dropping the independence assumption

A molecule that hops between neighbouring sites over a fixed layer can return to a site it has already visited. To see what this changes, count visits. Let \(N_e\) and \(N_f\) be the mean numbers of visits to empty and filled sites made by one trapped molecule. Each visit to an empty site ends in chemisorption with probability \(p_a\), so

\[
S=\alpha p_aN_e .
\]

Every walk ends somehow, so the probabilities of all endings add to one:

\[
(p_a+p_b)N_e+p_b'N_f=1 .
\]

Dividing \(S\) by \(S_0=\alpha p_a/(p_a+p_b)\), and then by this unit sum, gives

\[
\frac{S}{S_0}=\frac{(p_a+p_b)N_e}{(p_a+p_b)N_e+p_b'N_f}
=\frac{1}{1+K\,N_f/N_e}.
\]

This holds for any arrangement of filled sites, provided that the walk ends with certainty, \(N_e>0\), and the probabilities depend only on whether the visited site is filled.

**Limit of independent sites.** The mean total number of visits is \(\sum_n h^n=1/D\), of which fractions \(1-\theta\) and \(\theta\) are to empty and filled sites. Thus \(N_f/N_e=\theta/(1-\theta)\), and the boxed law returns.

**Limit K = 1 on any layer.** Now every visit ends the walk with the same probability \(q=p_a+p_b=p_b'\), so visit \(n+1\) occurs with probability \((1-q)^n\) whatever the layer looks like. Let molecules arrive uniformly on \(M\) sites, and let the hop probabilities be symmetric, \(T_{ij}=T_{ji}\). If the position is uniform before a hop, then after it

\[
\sum_i\frac1M T_{ij}=\frac1M\sum_i T_{ji}=\frac1M ,
\]

so it stays uniform. Hence \(N_e=(1-\theta)/q\), \(N_f=\theta/q\), and \(S/S_0=1-\theta\) for every arrangement, revisits included.

**K < 1 on a fixed random layer.** Survival now depends on the site. Among molecules that survive their first visit, the fraction that was above a filled site is

\[
\frac{\theta(1-p_b')}{\theta(1-p_b')+(1-\theta)(1-p_a-p_b)} ,
\]

which exceeds \(\theta\) when \(p_b'<p_a+p_b\). For the example at \(\theta=0.9\) it is

\[
\frac{0.9\times0.957}{0.9\times0.957+0.1\times0.750}=0.92 .
\]

On a square lattice a second hop leads back to the starting site with probability 1/4. These returns favour filled sites, raise \(N_f/N_e\) and lower the sticking. At \(\theta=0.9\) such immediate returns account for about two thirds of the deviation found below, and returns along longer paths for the rest.

The whole effect was found by solving the linear equations for capture on periodic lattices of \(50\times50\) sites, averaged over six random layers; the scatter between layers leaves the percentages uncertain by up to about 0.2 percentage points. The changes below are relative to the boxed law:

- at \(\theta=0.5\), \(S/S_0=0.841\), a change of \(-1.3\) %;
- at \(\theta=0.8\), \(S/S_0=0.564\), a change of \(-4.5\) %;
- at \(\theta=0.9\), \(S/S_0=0.362\), a change of \(-7.5\) %.

At \(\theta=0.9\) the visit ratio is 10.19 instead of 9, and \(1/(1+0.173\times10.19)=0.362\), as the visit formula requires. When hops from a site could lead to any site with equal probability, 500-site pieces of these fixed layers obeyed the boxed law at their own coverage. The deviation thus comes from the link between successive positions, not from the layer being fixed.

**Repulsion and clustering.** A repulsion of 0.03 eV between filled neighbours, with the layer in equilibrium and the precursor barriers unchanged, gives 0.853, 0.577 and 0.369 at the same three coverages. Each value lies above that for the random layer. By the visit formula, a trapped molecule on the repulsive layer therefore makes fewer visits to filled sites per visit to an empty one.

Clustering has a much larger effect. With 30 of the 50 lattice rows filled as one solid band, the example's probabilities give \(S/S_0=0.456\), where the boxed law gives 0.794. The value depends on the width of the band. If the band and the gap are both much wider than the distance a precursor travels, hardly any molecule crosses an edge: those landing on the band are lost, those landing in the gap stick as on a clean surface, and \(S/S_0\) tends to \(1-\theta=0.4\). Setting \(K=1\) by raising \(p_b'\) to \(p_a+p_b\) on the same band gives 0.400, as derived above. The wide-band limit \(1-\theta\) does not depend on \(K\), as long as \(K>0\). Unless \(K=1\), the boxed law should therefore not be used for large compact islands.

## Stage 5: from sticking to exposure time

The flux of molecules onto the surface is the gas density times the mean inward velocity:

\[
F=\frac{P}{k_BT}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mk_BT}} .
\]

The integral was done with \(\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m\). For a mass of 28.010 u at 300 K and \(10^{-6}\) Torr, \(F=3.83\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}\).

With \(n_s\) sites per unit area, and no desorption of chemisorbed molecules,

\[
n_s\frac{d\theta}{dt}=FS_0\,\frac{1-\theta}{1-\theta+K\theta}.
\]

Separate the variables and use \(\theta/(1-\theta)=-1+1/(1-\theta)\). Starting from a clean surface,

\[
\begin{aligned}
\frac{FS_0t}{n_s}
&=\int_0^\theta\left[1+\frac{Kx}{1-x}\right]dx\\
&=\theta+K\left[-\theta-\ln(1-\theta)\right]\\
&=(1-K)\theta-K\ln(1-\theta).
\end{aligned}
\]

**Limits.** At \(K=1\) this is \(-\ln(1-\theta)\), the Langmuir uptake. At \(K=0\) it is \(\theta\), a linear rise to saturation. For \(K>0\) and \(\theta\to1\) the logarithm dominates, so at equal \(S_0\) the ratio of the time to the Langmuir time tends to \(K\). The approach is only logarithmic: for the example the ratio is 0.50 at \(\theta=0.9\) and still 0.29 at \(\theta=0.999\), against \(K=0.173\).

For the example, \(n_s=7.5\times10^{14}\ \mathrm{cm^{-2}}\), and the time scale is

\[
\frac{n_s}{FS_0}=\frac{7.5\times10^{14}}{3.83\times10^{14}\times0.844}\ \mathrm{s}=2.32\ \mathrm{s}.
\]

To reach \(\theta=0.9\),

\[
t=2.32\left[0.827\times0.9+0.173\times2.303\right]\ \mathrm{s}=2.65\ \mathrm{s},
\]

an exposure of \(2.65\times10^{-6}\) Torr s. Langmuir's law with the same \(S_0\) needs \(2.32\times2.303=5.34\) s. Revisits change the 2.65 s only a little. In six simulations of the filling itself, on square lattices of \(120\times120\) sites with hops between neighbours and each chemisorbed molecule fixed where it landed, the time to \(\theta=0.9\) was about 3 % longer. The layer does not stay random in this process: at \(\theta=0.9\) it gives \(S/S_0\approx0.35\), against 0.362 for a random layer.

## Stage 6: the remaining assumptions, and real surfaces

**Few precursors.** The mean stay at a site is the inverse of its total exit rate, so the mean precursor lifetime is

\[
\tau=\frac1D\left[\frac{1-\theta}{k_a+k_d+k_m}+\frac{\theta}{k_d'+k_m'}\right].
\]

At \(\theta=0.9\) there are 15.6 visits on average and \(\tau=7.0\times10^{-11}\) s. The precursors then occupy a fraction \(\alpha F\tau/n_s=3\times10^{-11}\) of the sites, so they do not get in each other's way.

**Constant rates.** A constant rate presupposes that the molecule reaches thermal equilibrium at each site before it leaves. Above an empty site at 300 K it stays only 3.6 ps on average. The hopping barrier is 3.9 \(k_BT\) at 300 K and 2.6 \(k_BT\) at 450 K, so the assumption is weaker on the hotter surface. Incomplete equilibration and jumps past several sites are not included.

**No loss from the chemisorbed layer.** Take a rough desorption barrier of 1.10 eV near saturation, with a prefactor of \(10^{15}\ \mathrm{s^{-1}}\). The rate constant is \(3.3\times10^{-4}\ \mathrm{s^{-1}}\), and at \(\theta=0.9\) desorption is 0.18 % of adsorption. This ratio rises steeply with temperature and varies inversely with pressure, so it must be recomputed for a hot surface or a lower pressure.

**Equal trapping.** Suppose trapping over filled sites is certain while \(\alpha\) stays 0.90 over empty ones. At \(\theta=0.5\) a trapped molecule, averaged over starting sites, chemisorbs with probability \(0.8525\times0.8437/0.90=0.799\). One that starts above a filled site must first hop, so its chance is \(0.957\times0.799=0.765\). The extra trapping adds \(0.10\times0.5\times0.765=0.038\) to \(S\), or 0.045 to \(S/S_0\), which rises from 0.853 to 0.898.

**Beside the real case.** CO does adsorb molecularly on metals such as platinum and palladium near room temperature, with a high initial sticking probability, and a saturated layer holds roughly one molecule per two surface atoms. The chosen \(S_0\) and \(n_s\) are of that kind. The precursor barriers are less certain, and the listed set does not satisfy detailed balance. With the hopping rates held fixed, a shift of 0.02 eV in the extrinsic desorption barrier already changes \(K\) by about a factor of two. Real CO layers also break the assumption of independent, equivalent sites, because the molecules repel each other and form ordered structures. In the lattice model, the repulsion used here leaves \(S/S_0\) within about 6 % of the boxed law at the three coverages computed. That repulsion is too weak to produce long-range order in the model at 300 K, so the figure does not cover ordered structures. Nor does it cover changes in the precursor barriers near adsorbed molecules, unequal sites, or islands. The numerical output gives the remaining values.

## Computed results

```
temperature 300 K, kB*T = 0.02585 eV
pressure 1.0e-06 Torr, trapping alpha 0.90
molecular mass 28.010 u
site density 7.50e+14 cm^-2
precursor prefactor 1.0e+13 s^-1
empty site barriers: adsorb 0.13, desorb 0.2, hop 0.1 eV
filled site barriers: desorb 0.18, hop 0.1 eV
empty site rates adsorb, desorb, hop (s^-1): 6.548e+10 4.367e+09 2.090e+11
filled site rates desorb, hop (s^-1): 9.465e+09 2.090e+11
p_a = 0.2348, p_b = 0.0157, p_b' = 0.0433
K = 0.1730, S0 = 0.8437
theta 0.2: S/S0 = 0.9585, S = 0.8088, Langmuir S/S0 = 0.8
theta 0.5: S/S0 = 0.8525, S = 0.7193, Langmuir S/S0 = 0.5
theta 0.8: S/S0 = 0.5910, S = 0.4987, Langmuir S/S0 = 0.2
theta 0.9: S/S0 = 0.3911, S = 0.3300, Langmuir S/S0 = 0.1
waiting-time simulation, theta 0.5: S/S0 = 0.8514
waiting-time simulation, theta 0.9: S/S0 = 0.3906
theta 0.9: mean visits 15.61, lifetime 6.993e-11 s
flux 3.832e+14 cm^-2 s^-1
to theta 0.9, example K: 2.651 s, exposure 2.651e-06 Torr s
to theta 0.9, K=1: 5.341 s, exposure 5.341e-06 Torr s
K at 200 K = 0.0631
K at 300 K = 0.1730
K at 450 K = 0.3226
K, filled-site desorption barrier -0.02 eV: 0.3569
K, filled-site desorption barrier +0.02 eV: 0.0817
neighbour repulsion 0.03 eV = 1.160 kB*T
fixed lattice, theta 0.5: S/S0 random 0.841, repulsive 0.853
  change from law: random -1.3 %, repulsive 0.1 %
  visits filled/empty: random lattice 1.09, independent sites 1.00
fixed lattice, theta 0.8: S/S0 random 0.564, repulsive 0.577
  change from law: random -4.5 %, repulsive -2.3 %
  visits filled/empty: random lattice 4.46, independent sites 4.00
fixed lattice, theta 0.9: S/S0 random 0.362, repulsive 0.369
  change from law: random -7.5 %, repulsive -5.7 %
  visits filled/empty: random lattice 10.19, independent sites 9.00
clustered layer, theta 0.6, K=1: S/S0 = 0.400000
clustered layer, theta 0.6, example K: S/S0 = 0.4561, law 0.7940
trapping 1 over filled sites, theta 0.5: S/S0 = 0.8978
precursor coverage at theta 0.9 = 3.22e-11
chemisorbed: barrier 1.1 eV, prefactor 1.0e+15 s^-1
chemisorbed desorption rate constant 3.32e-04 s^-1
desorption/adsorption rate at theta 0.9 = 1.77e-03
```
